\section*{One scalar-relativistic radial equation, and the Darwin term in Cowan-Griffin}

\section{Definitions and conventions}

Hartree atomic units are used in the algebra. An electron moves in a local, spherical potential energy $V(r)$. Its energy $\varepsilon$ excludes the rest energy $c^2$, and a prime denotes $d/dr$. Define
\begin{equation}
M(r)=1+\frac{\varepsilon-V(r)}{2c^2},\qquad
M'=-\frac{V'}{2c^2},
\label{mass}
\end{equation}
and assume $M>0$. This holds for bound states with $V\le 0$ and $\varepsilon>-2c^2$. The large component has angular momentum $l$ and radial function $g(r)=P(r)/r$. Bound solutions decay at large $r$ and are regular at the nucleus, meaning that $P$ vanishes there with the larger of the two possible powers of $r$. At a point nucleus that power is below 1 for $l=0$, so $g=P/r$ then diverges weakly.

The names below denote the following forms, all without the spin-orbit term. Published versions may use other units or dependent variables.

Koelling-Harmon is the first-order pair
\begin{align}
g'&=2Mc\,\phi, \label{kh1}\\
\phi'&=-\frac{2}{r}\phi+\left[\frac{l(l+1)}{2Mcr^2}+\frac{V-\varepsilon}{c}\right]g .
\label{kh2}
\end{align}
Takeda is the three-dimensional equation
\begin{equation}
-\nabla\cdot\left(\frac{1}{2M}\nabla\psi\right)+V\psi=\varepsilon\psi .
\label{takeda}
\end{equation}
Wood-Boring (with $d=1$) and Cowan-Griffin (with $d=\delta_{l0}$) are
\begin{equation}
\begin{aligned}
\Big[&-\frac12\frac{d^2}{dr^2}+\frac{l(l+1)}{2r^2}+V
-\frac{(\varepsilon-V)^2}{2c^2}\\
&-d\,\frac{V'}{4Mc^2}\left(\frac{d}{dr}-\frac1r\right)\Big]P=\varepsilon P .
\end{aligned}
\label{wb}
\end{equation}
The last term in the bracket is the Darwin term. The first three forms are the same equation for $g$, with the same eigenvalues. Cowan-Griffin agrees with them for $l=0$ and lacks the Darwin term for $l>0$.

\section{From the Dirac equation to the Takeda form}

With $\mathbf p=-i\nabla$, the upper and lower two-component functions $\psi$ and $\chi$ satisfy
\begin{align}
V\psi+c\,\boldsymbol\sigma\cdot\mathbf p\,\chi&=\varepsilon\psi,\\
c\,\boldsymbol\sigma\cdot\mathbf p\,\psi+(V-2c^2)\chi&=\varepsilon\chi .
\end{align}
Since $\varepsilon-V+2c^2=2c^2M$, the second line gives $\chi=\boldsymbol\sigma\cdot\mathbf p\,\psi/(2Mc)$. Substitution in the first gives, without approximation,
\begin{equation}
\boldsymbol\sigma\cdot\mathbf p\,\frac{1}{2M}\,\boldsymbol\sigma\cdot\mathbf p\,\psi+V\psi=\varepsilon\psi .
\label{elim}
\end{equation}

Let $B=1/(2M)$. The product rule $\sigma_a\sigma_b=\delta_{ab}+i\epsilon_{abk}\sigma_k$ and $\nabla\times\nabla\psi=0$ give
\begin{equation}
\boldsymbol\sigma\cdot\mathbf p\,B\,\boldsymbol\sigma\cdot\mathbf p\,\psi
=-\nabla\cdot(B\nabla\psi)-i\boldsymbol\sigma\cdot(\nabla B\times\nabla\psi).
\end{equation}
From (\ref{mass}),
\begin{equation}
\nabla B=-\frac{M'}{2M^2}\frac{\mathbf r}{r}
=\frac{V'}{4M^2c^2}\frac{\mathbf r}{r}.
\label{gradb}
\end{equation}
Because $\mathbf L=-i\,\mathbf r\times\nabla$, we have $\mathbf r\times\nabla=i\mathbf L$. The two factors of $i$ and the leading minus sign combine to a plus sign:
\begin{equation}
-i\boldsymbol\sigma\cdot(\nabla B\times\nabla\psi)
=+\frac{V'}{4M^2c^2r}\,\boldsymbol\sigma\cdot\mathbf L\,\psi .
\label{so}
\end{equation}
This is the spin-orbit term. Dropping it from (\ref{elim}) gives (\ref{takeda}).

The approximation has a definite meaning. From $\mathbf J=\mathbf L+\boldsymbol\sigma/2$ follows $\boldsymbol\sigma\cdot\mathbf L=j(j+1)-l(l+1)-\tfrac34$. Its values are $l$ for $j=l+\tfrac12$ and $-(l+1)$ for $j=l-\tfrac12$. Weighted with the $2j+1$ states of each level, they sum to
\begin{equation}
(2l+2)\,l-2l\,(l+1)=0 .
\label{trace}
\end{equation}
The weighted mean of the two Dirac levels is therefore unshifted at first order in the spin-orbit term. At second order it generally shifts, so a scalar level is not in general the Dirac mean.

\section{Equivalence of the three forms}

Insert $\psi=g(r)Y_{lm}$ in (\ref{takeda}). The product rule and (\ref{gradb}) give
\begin{equation}
\nabla\cdot(B\nabla\psi)=\frac{1}{2M}\nabla^2\psi+\frac{V'}{4M^2c^2}\frac{\partial\psi}{\partial r},
\end{equation}
so the radial equation is
\begin{equation}
-\frac{1}{2M}\left[g''+\frac{2g'}{r}-\frac{l(l+1)}{r^2}g\right]
-\frac{V'}{4M^2c^2}g'+(V-\varepsilon)g=0 .
\label{radial}
\end{equation}

For the Koelling-Harmon pair, (\ref{kh1}) gives $\phi=g'/(2Mc)$. Differentiation, with $M'$ from (\ref{mass}), yields
\begin{equation}
\phi'=\frac{g''}{2Mc}-\frac{M'}{2M^2c}g'
=\frac{g''}{2Mc}+\frac{V'}{4M^2c^3}g' .
\end{equation}
Put this in (\ref{kh2}), move all terms to the left and multiply by $-c$:
\begin{equation}
-\frac{g''}{2M}-\frac{V'}{4M^2c^2}g'-\frac{g'}{Mr}
+\frac{l(l+1)}{2Mr^2}g+(V-\varepsilon)g=0 .
\end{equation}
This is (\ref{radial}) term by term. Conversely, if $g$ solves (\ref{radial}), defining $\phi=g'/(2Mc)$ recovers the pair.

For Wood-Boring, use $g=P/r$, which implies
\begin{equation}
rg'=P'-\frac{P}{r},\qquad g''+\frac{2g'}{r}=\frac{P''}{r}.
\end{equation}
Multiplying (\ref{radial}) by $Mr$ gives
\begin{equation}
-\frac{P''}{2}+\frac{l(l+1)}{2r^2}P
-\frac{V'}{4Mc^2}\left(P'-\frac Pr\right)+M(V-\varepsilon)P=0 .
\label{mform}
\end{equation}
Finally,
\begin{equation}
M(V-\varepsilon)=V-\varepsilon-\frac{(\varepsilon-V)^2}{2c^2},
\label{square}
\end{equation}
which turns (\ref{mform}) into (\ref{wb}) with $d=1$. Since $Mr>0$ for $r>0$, this step is also reversible.

The equivalence needs the same $M$ everywhere. If a code evaluates $M$ at a fixed reference energy, it must keep the product $M(V-\varepsilon)$ in (\ref{mform}), because the square in (\ref{square}) arises when both factors contain the same $\varepsilon$. Separate truncations in powers of $1/c$ can also break the equality.

\section{What Cowan-Griffin changes}

For $l=0$, $\boldsymbol\sigma\cdot\mathbf L\,\psi=0$. Nothing was dropped from (\ref{elim}), and all four forms are the Dirac equation for the $s_{1/2}$ large component.

For $l>0$, Cowan-Griffin has no first-derivative term. With $E=\varepsilon+c^2$,
\begin{equation}
\frac{(E-V)^2-c^4}{2c^2}=\varepsilon-V+\frac{(\varepsilon-V)^2}{2c^2},
\end{equation}
so it is the radial Klein-Gordon equation. To compare it with (\ref{mform}), remove the first derivative there by setting $P=\sqrt M\,u$. With $a=M'/M$,
\begin{align}
P'&=\sqrt M\left(u'+\frac a2u\right),\\
P''&=\sqrt M\left[u''+au'+\left(\frac{a'}2+\frac{a^2}4\right)u\right].
\end{align}
The Darwin coefficient is $-V'/(4Mc^2)=a/2$. After division by $\sqrt M$, the terms $-au'/2$ and $+au'/2$ cancel, leaving
\begin{equation}
\left[-\frac12\frac{d^2}{dr^2}+\frac{l(l+1)}{2r^2}+M(V-\varepsilon)+D\right]u=0,
\label{normal}
\end{equation}
\begin{equation}
D=-\frac{a'}4-\frac{a^2}8+\frac{a^2}4-\frac{a}{2r}
=\frac{a^2}{8}-\frac{a'}4-\frac a{2r}.
\end{equation}
Now $a'=M''/M-a^2$, so
\begin{equation}
D=\frac38\left(\frac{M'}M\right)^2-\frac1{4M}\left(M''+\frac{2M'}r\right).
\end{equation}
The last bracket is $\nabla^2M=-\nabla^2V/(2c^2)$. Hence, for $r>0$,
\begin{equation}
D=\frac{\nabla^2V}{8Mc^2}+\frac{3(V')^2}{32M^2c^4}.
\label{darwin}
\end{equation}
Setting $D=0$ in (\ref{normal}) gives the Cowan-Griffin equation for $l>0$, with $u$ in the place of $P$. Its eigenvalues are thus those of the common equation without the local potential $D$.

\subsection{First-order energy difference}

Replace $D$ by $\lambda D$ and differentiate (\ref{normal}) with respect to $\lambda$. Multiply by $u$ and integrate. The operator is symmetric and the boundary terms vanish for $l>0$, so the term containing $\partial u/\partial\lambda$ drops out. The energy derivative of the operator is
\begin{equation}
\frac{\partial}{\partial\varepsilon}M(V-\varepsilon)
=\frac{V-\varepsilon}{2c^2}-M=-(2M-1),
\end{equation}
because $(\varepsilon-V)/(2c^2)=M-1$. At $\lambda=0$, where $u$ is the Cowan-Griffin function $P$,
\begin{equation}
\varepsilon_{\rm common}-\varepsilon_{\rm CG}\simeq
\frac{\int D P^2\,dr}{\int(2M-1)P^2\,dr}.
\label{shift}
\end{equation}

\subsection{Why the term matters most for s states}

At order $c^{-2}$, put $M=1$ in the Darwin term and use a normalized nonrelativistic $g$. Its expectation value is
\begin{align}
\Delta&=-\frac1{4c^2}\int_0^\infty r^2V'gg'\,dr
=-\frac1{8c^2}\int_0^\infty r^2V'(g^2)'\,dr \nonumber\\
&=\frac{Zg(0)^2}{8c^2}+\frac1{8c^2}\int_0^\infty(\nabla^2V)\,g^2r^2\,dr .
\label{leading}
\end{align}
The second line follows by parts, with $r^2V'\to Z$ at a point nucleus and $(r^2V')'=r^2\nabla^2V$ for $r>0$.

In a pure Coulomb field the integral vanishes. For 1s, $g(0)^2=4Z^3$ and $\Delta=Z^4/(2c^2)$. For $l>0$, $g(0)=0$, so there is no shift at this order. The 2p shift comes from the second term of (\ref{darwin}). With $V'=Z/r^2$, $M\to1$ and $P^2=Z^5r^4e^{-Zr}/24$,
\begin{equation}
\frac{3Z^2}{32c^4}\int_0^\infty\frac{P^2}{r^4}\,dr
=\frac{3Z^2}{32c^4}\,\frac{Z^4}{24}=\frac{Z^6}{256c^4}.
\end{equation}
For $Z=20$ this is 0.0193 eV, and the numerical difference, Wood-Boring minus Cowan-Griffin, is 0.0184 eV, 5\% below the law. For 1s at $Z=10$ the law gives 7.25 eV and the numerical value is 7.34 eV, 1.4\% above it. These are leading-order laws. For 1s the relative correction is of order $(Z/c)^2$. For 2p it is of order $(Z/c)^2\ln(Z/c)$: expanding $1/M^2$ in (\ref{darwin}) gives an $r^{-5}$ term whose 2p average diverges logarithmically and is cut off at $r\sim Z/(2c^2)$, where $M$ departs from 1.

In an atom with several electrons, the Hartree potential of the electron density $n$ contributes $-4\pi n$ to $\nabla^2V$. The $l>0$ shift then generally begins at order $c^{-2}$, so the Coulomb argument for omitting it no longer applies.

\section{Points for implementation}

\subsection{Integration variables}

Let $Q=cr\phi$ and $x=\ln r$. Equation (\ref{kh1}) gives $P'-P/r=rg'=2MQ$. Differentiating $Q$ gives $Q'=Q/r+cr\phi'$, and (\ref{kh2}) supplies $\phi'$. After multiplication by $r$,
\begin{align}
\frac{dP}{dx}&=P+2MrQ,\\
\frac{dQ}{dx}&=-Q+\left[\frac{l(l+1)}{2Mr}+r(V-\varepsilon)\right]P .
\end{align}
This form needs no derivative of $V$. The Wood-Boring form needs $V'$, and the normal form (\ref{normal}) needs $\nabla^2V$ as well.

\subsection{Behaviour at a point nucleus}

As $r\to0$, $V\to-Z/r$, $M\to Z/(2c^2r)$ and $M'/M\to-1/r$. Put $P\sim r^s$ in (\ref{mform}), multiplied by $-2$:
\begin{equation}
s(s-1)+(s-1)-l(l+1)+\frac{Z^2}{c^2}=0 .
\end{equation}
The regular exponent is
\begin{equation}
s=\sqrt{l(l+1)+1-Z^2/c^2}.
\end{equation}
Without the Darwin term the contribution $(s-1)$ is absent, and
\begin{equation}
s=\frac12+\sqrt{\left(l+\tfrac12\right)^2-Z^2/c^2}.
\end{equation}
For $l=0$ the first exponent is real up to $Z=c$, the second only up to $Z=c/2$. For a finite nucleus, $V$ and $M$ are finite at the origin and $P\sim r^{l+1}$ replaces both.

\subsection{Density and normalization}

Equality of the equations does not fix the density used for self-consistency. Multiply (\ref{takeda}) by $\psi^*$ and integrate by parts:
\begin{equation}
F=\int\left[\frac{|\nabla\psi|^2}{2M}+(V-\varepsilon)|\psi|^2\right]d^3r=0 .
\end{equation}
$F$ is stationary in $\psi$ at a solution. Under a change $\delta V$, only the explicit changes of $V$ and $\varepsilon$ contribute at first order. Since $\delta M=(\delta\varepsilon-\delta V)/(2c^2)$,
\begin{equation}
\delta\left(\frac1{2M}\right)=-\frac{\delta M}{2M^2}
=\frac{\delta V-\delta\varepsilon}{4M^2c^2}.
\end{equation}
It follows that
\begin{equation}
\delta\varepsilon=\frac{\int n_\psi\,\delta V\,d^3r}{\int n_\psi\,d^3r},\qquad
n_\psi=|\psi|^2+\frac{|\nabla\psi|^2}{4M^2c^2}.
\end{equation}
Averaged over angles, the corresponding radial density is, up to normalization,
\begin{equation}
r^2\left[g^2+\phi^2+\frac{l(l+1)}{4M^2c^2r^2}g^2\right].
\end{equation}
The last term belongs to the response density even though it is absent from $g^2+\phi^2$. Normalizing with $g^2$ alone leaves the eigenvalue in a given potential unchanged, but changes the density passed to the next self-consistent cycle.

\section{Copper atom in one fixed potential}

The example is a free Cu atom, $3d^{10}4s^1$, with a point nucleus and spin-restricted local density exchange. It leaves out correlation, spin polarization, nuclear size and the Breit interaction. The levels are model eigenvalues, not ionization energies. The potential was made self-consistent with the Koelling-Harmon equation and the response density above, then held fixed for every comparison.

In this potential the Koelling-Harmon and Wood-Boring 2p levels are both $-914.52$ eV. The program tests this agreement, and that of the normal form, for 2p, 3p and 3d. The table compares the common equation with Cowan-Griffin and with the $(2j+1)$-weighted Dirac mean, in eV.

\begin{center}
\begin{tabular}{lrrr}
Level & Common & Cowan-Griffin & Dirac mean\\
2p & $-914.52$ & $-914.33$ & $-914.73$\\
3p & $-70.745$ & $-70.722$ & $-70.774$\\
3d & $-4.1207$ & $-4.1105$ & $-4.1215$
\end{tabular}
\end{center}

For 2p the difference between the first two columns is
\begin{equation}
-914.5235-(-914.3334)=-0.190\ {\rm eV},
\end{equation}
or $-0.00699$ hartree. Equation (\ref{shift}) divides it into a Laplacian part and a squared-gradient part:
\begin{equation}
-0.287+0.097=-0.190\ {\rm eV}.
\end{equation}
The two parts have opposite signs, and the first is larger in magnitude. The Laplacian includes the exchange potential, whose share was not separated. For 3p the parts are $-0.0362$ and $+0.0133$ eV, and the direct difference is $-0.0230$ eV. For 3d they are $-0.0103$ and $+0.0001$ eV, so that shift comes almost entirely from the Laplacian.

The 2p Dirac levels are $-928.361$ eV for $j=\tfrac12$ and $-907.917$ eV for $j=\tfrac32$. Their weighted mean is
\begin{equation}
\frac{2(-928.361)+4(-907.917)}6=-914.73\ {\rm eV}.
\end{equation}
The common equation lies 0.21 eV above this mean and Cowan-Griffin 0.40 eV above it. The common equation is also closer for 3p and 3d. This comparison covers three levels of one atom in one potential. Neither scheme reproduces the 2p splitting of 20.4 eV, for which the spin-orbit term must be restored.

Removing the Darwin term from the s states lowers 1s by 554 eV, from $-8829$ to $-9383$ eV, and 4s by 0.37 eV, from $-3.93$ to $-4.30$ eV. Relative to the magnitudes of the levels with the term kept, these changes are 6.3\% and 9.4\%. On the same measure the changes are 0.02\% for 2p, 0.03\% for 3p and 0.25\% for 3d. In this atom the term is therefore indispensable for s states, while for $l>0$ it is a much smaller change, which moves these three levels toward the Dirac mean without reaching it. That direction is not general. In a pure Coulomb field $D$ in (\ref{darwin}) is positive, so the common level lies above the Cowan-Griffin level. For 2p at $Z=29$ the closed Klein-Gordon and Dirac formulas already place Cowan-Griffin 0.15 eV above the weighted Dirac mean, so there the common equation is the farther of the two.

\section*{Table of computed values}
\begin{verbatim}
speed of light: 137.0360 atomic units
Hartree energy: 27.21139 eV; Bohr radius: 0.529177 angstrom
Coulomb Z=20, 2p: KH minus CG = 0.01837 eV
  leading law Z^6/(256 c^4) = 0.01929 eV
Coulomb Z=10, 1s: with minus without Darwin = 7.3431 eV
  leading law Z^4/(2 c^2) = 7.2452 eV
Cu atom, Z = 29, exchange-only LDA, cycles: 20
rms residual of the potential: 1.3e-05 eV
radius Z/(2 c^2): 0.000409 angstrom
Cu 1s occupation 2: KH level -8829.184 eV
Cu 2s occupation 2: KH level -1058.627 eV
Cu 2p occupation 6: KH level -914.524 eV
Cu 3s occupation 2: KH level -112.861 eV
Cu 3p occupation 6: KH level -70.745 eV
Cu 3d occupation 10: KH level -4.121 eV
Cu 4s occupation 1: KH level -3.933 eV
2p: mean radius 0.1093 angstrom
2p: WB -914.5235, CG -914.3334 eV
2p: WB minus CG -0.19009 eV
2p: first order: Laplacian -0.28689, gradient 0.09704, sum -0.18984 eV
2p: Dirac j=l-1/2 -928.3607, j=l+1/2 -907.9172, mean -914.7317 eV
2p: WB minus Dirac mean 0.20821, CG minus Dirac mean 0.39830 eV
3p: mean radius 0.3971 angstrom
3p: WB -70.7446, CG -70.7216 eV
3p: WB minus CG -0.02300 eV
3p: first order: Laplacian -0.03622, gradient 0.01326, sum -0.02296 eV
3p: Dirac j=l-1/2 -72.5032, j=l+1/2 -69.9087, mean -70.7735 eV
3p: WB minus Dirac mean 0.02896, CG minus Dirac mean 0.05196 eV
3d: mean radius 0.5595 angstrom
3d: WB -4.1207, CG -4.1105 eV
3d: WB minus CG -0.01015 eV
3d: first order: Laplacian -0.01027, gradient 0.00012, sum -0.01015 eV
3d: Dirac j=l-1/2 -4.2834, j=l+1/2 -4.0136, mean -4.1215 eV
3d: WB minus Dirac mean 0.00085, CG minus Dirac mean 0.01100 eV
1s: Darwin kept -8829.1843, removed -9383.2724, kept minus removed 554.0882 eV
4s: Darwin kept -3.9332, removed -4.3025, kept minus removed 0.3692 eV
\end{verbatim}
